# Radius-Independent Precursor Concentration Under a Uniform Showerhead: Derivation and Limits

## Definitions and conventions

A flat wafer lies at \(z=0\) and a parallel showerhead at \(z=H\). The \(z\) axis points from wafer to showerhead, \(r\) is the distance from the common axis, and both plates have radius \(R\). Gas enters through the whole showerhead at uniform speed \(V\) towards the wafer and leaves at the rim. The velocity components are \(u_r\) and \(u_z\), so injected gas has \(u_z=-V\).

The flow is steady, axisymmetric and laminar, with constant density \(\rho\) and viscosity \(\mu\); \(\nu=\mu/\rho\). The precursor is dilute: its consumption does not disturb the flow. It has number concentration \(c\), constant diffusivity \(D\) and feed concentration \(c_{in}\), and it does not react in the gas. The wafer consumes it at the rate \(J=kc_s\) per unit area, where \(c_s=c(z=0)\) and \(k\) is uniform. With \(\zeta=z/H\), define

\[
Re=\frac{VH}{\nu},\qquad Pe=\frac{VH}{D},\qquad Da=\frac{kH}{D}.
\]

A prime on \(\phi\) means \(d/d\zeta\).

## What is claimed

Under these assumptions, and away from the rim, \(c\) depends on \(z\) alone. The linear rise of \(u_r\) with radius is part of the reason, but it needs a careful statement. The species balance requires an axial velocity independent of \(r\); linear \(u_r\) is its partner through continuity. Incompressibility by itself gives less, and linear \(u_r\) by itself is not sufficient, because the feed composition and the wafer reactivity must also be uniform.

## Continuity

For constant density,

\[
\frac1r\frac{\partial(ru_r)}{\partial r}+\frac{\partial u_z}{\partial z}=0. \tag{1}
\]

Suppose that \(u_z=-V\phi(\zeta)\). Then \(\partial_r(ru_r)=rV\phi'/H\), and integration over \(r\) gives \(ru_r=Vr^2\phi'/(2H)+B(z)\). A finite velocity on the axis requires \(B=0\), so

\[
u_z=-V\phi(\zeta),\qquad u_r=\frac{Vr}{2H}\phi'(\zeta). \tag{2}
\]

Conversely, if \(u_r=rG(z)\), equation (1) gives \(\partial_zu_z=-2G\). Since \(u_z=0\) on the whole wafer, integration upwards from \(z=0\) gives a \(u_z\) that depends on \(z\) alone. The two statements are equivalent.

To see what incompressibility gives without this assumption, let the injection speed be \(w(r)\). Integrating (1) across the gap, then over radius, yields

\[
\int_0^H u_r\,dz=\frac1r\int_0^r w(r')r'\,dr'. \tag{3}
\]

For \(w=V\) the right side is \(Vr/2\). The gap-averaged velocity is therefore \(Vr/(2H)\), but nothing yet says that \(u_r\) is linear at each height. The momentum equations, treated next, admit such a flow; the finite-disc computation below tests whether it arises without being assumed.

## Momentum

No slip and no penetration at the wafer, with purely normal injection at the showerhead, require

\[
\phi(0)=0,\quad \phi'(0)=0,\quad \phi(1)=1,\quad \phi'(1)=0. \tag{4}
\]

The radial Navier–Stokes equation is

\[
\rho\left(u_r\partial_ru_r+u_z\partial_zu_r\right)
=-\partial_rp+\mu\left[\partial_r\!\left(\frac1r\partial_r(ru_r)\right)+\partial_z^2u_r\right].
\]

Inserting (2), the terms are

\[
u_r\partial_ru_r=\frac{V^2r}{4H^2}\phi'^2,\qquad
u_z\partial_zu_r=-\frac{V^2r}{2H^2}\phi\phi'',\qquad
\partial_z^2u_r=\frac{Vr}{2H^3}\phi'''.
\]

The first viscous term vanishes because \(r^{-1}\partial_r(ru_r)\) is independent of \(r\). Solving for the pressure gradient gives

\[
\partial_rp=\frac{\mu Vr}{2H^3}
\left[\phi'''+Re\left(\phi\phi''-\tfrac12\phi'^2\right)\right]. \tag{5}
\]

In the axial equation all velocity terms depend on \(z\) alone, so \(\partial_r\partial_zp=0\). The bracket in (5) must then be the same at every height. Calling it \(-A\),

\[
\phi'''+Re\left(\phi\phi''-\tfrac12\phi'^2\right)=-A,\qquad
\partial_rp=-\frac{A\mu Vr}{2H^3}. \tag{6}
\]

Differentiating removes \(A\). The products \(\phi'\phi''\) cancel, leaving

\[
\phi''''+Re\,\phi\phi'''=0, \tag{7}
\]

a fourth-order equation with the four conditions (4). Every term of the radial equation is proportional to \(r\), so the linear velocity satisfies the full Navier–Stokes equations between unbounded plates. A rim at finite \(R\) imposes its own outflow conditions and disturbs the solution nearby.

For slow flow, \(Re\to0\), equation (7) makes \(\phi\) a cubic. The wafer conditions leave \(\phi=a\zeta^2+b\zeta^3\). The showerhead conditions are \(a+b=1\) and \(2a+3b=0\), hence \(a=3\), \(b=-2\):

\[
\phi=3\zeta^2-2\zeta^3,\qquad \phi'=6\zeta(1-\zeta),\qquad A=-\phi'''=12. \tag{8}
\]

Integrating \(\partial_rp=-6\mu Vr/H^3\) from axis to rim gives the pressure drop \(\Delta p=3\mu VR^2/H^3\). Injection can be uniform if the faceplate's own flow resistance makes this variation unimportant.

## Why radius drops out of the species balance

The steady species equation is

\[
u_r\partial_rc+u_z\partial_zc
=D\left[\frac1r\partial_r(r\partial_rc)+\partial_z^2c\right]. \tag{9}
\]

At the wafer, diffusion supplies the reaction. At the showerhead, the total downward flux, convective plus diffusive, equals the feed:

\[
D\partial_zc=kc\quad(z=0),\qquad
Vc+D\partial_zc=Vc_{in}\quad(z=H). \tag{10}
\]

The second condition allows the concentration at the showerhead face to lie below \(c_{in}\), because depletion diffuses up to the face.

Try \(c=c(z)\). The term \(u_r\partial_rc\) vanishes however large \(u_r\) is, since radial motion carries gas between places of equal concentration. What remains is \(-V\phi\,dc/dz=D\,d^2c/dz^2\), or, after multiplication by \(H^2/D\),

\[
\frac{d^2c}{d\zeta^2}=-Pe\,\phi\,\frac{dc}{d\zeta}. \tag{11}
\]

Neither (11) nor (10) contains \(r\), so a radius-independent solution exists.

### It is the only solution for this flow

Take the disc with \(\partial_rc=0\) at an outflow rim, and let \(e\) be the difference of two solutions. It obeys \(D\nabla^2e=\mathbf u\cdot\nabla e\), with \(D\partial_ze=ke\) at the wafer and \(D\partial_ze=-Ve\) at the showerhead. Multiply by \(e\) and integrate over the volume. Because \(\nabla\cdot\mathbf u=0\), the convective side becomes a surface integral:

\[
\int e\,\mathbf u\cdot\nabla e\,d\Omega
=-\frac V2\int_{top}e^2dS+\frac12\int_{rim}u_re^2dS.
\]

Integration by parts on the diffusive side, with outward normals \(+z\) at the showerhead and \(-z\) at the wafer, gives

\[
\int eD\nabla^2e\,d\Omega=-V\int_{top}e^2dS-k\int_{wafer}e^2dS-D\int|\nabla e|^2d\Omega.
\]

Equating the two,

\[
D\!\int|\nabla e|^2d\Omega+k\!\int_{wafer}\!e^2dS+\frac V2\!\int_{top}\!e^2dS+\frac12\!\int_{rim}\!u_re^2dS=0. \tag{12}
\]

For \(k\ge0\) and \(u_r\ge0\) at the rim, which (8) satisfies, no term is negative. Each must vanish, so \(e=0\).

### The converse, and the inert wafer

If \(c=c(z)\) and \(dc/dz\ne0\), equation (9) gives \(u_z=D(d^2c/dz^2)/(dc/dz)\), a function of \(z\) alone. By the continuity argument, \(u_r\) is then linear in \(r\). With a reacting wafer, linear radial velocity is thus necessary for a radius-independent concentration.

With \(k=0\) the argument has no hold, because \(dc/dz=0\). The constant \(c=c_{in}\) then satisfies (9) and the boundary conditions for any incompressible flow, even with uneven injection. A flat concentration measured without reaction is therefore no evidence of uniform injection.

## Concentration and deposition rate

Let \(\Phi(\zeta)=\int_0^\zeta\phi\,d\zeta'\). Equation (11) is first order in \(dc/d\zeta\), and the wafer condition supplies \(dc/d\zeta=Da\,c_s\) at \(\zeta=0\). Hence

\[
\frac{dc}{d\zeta}=Da\,c_s\,e^{-Pe\,\Phi(\zeta)},\qquad
c(\zeta)=c_s\left[1+Da\int_0^\zeta e^{-Pe\,\Phi}d\zeta'\right]. \tag{13}
\]

The showerhead condition, divided by \(D/H\), is \(Pe\,c(1)+dc/d\zeta|_1=Pe\,c_{in}\). Insert (13) and divide by \(Pe\):

\[
\frac{c_s}{c_{in}}=\frac1{1+Da\,B},\qquad
B=I+\frac{e^{-Pe\,\Phi(1)}}{Pe},\qquad
I=\int_0^1e^{-Pe\,\Phi}d\zeta. \tag{14}
\]

For slow flow \(\Phi=\zeta^3-\zeta^4/2\) and \(\Phi(1)=1/2\). At larger \(Re\), the same formula holds with \(\phi\) from (7). A direct boundary-value solution at \(Re=20\), \(Pe=15\), \(Da=3\) agreed with (13) and (14), evaluated with its own \(\phi\), to within \(10^{-5}c_{in}\) throughout the gap.

Writing \(J=k_{eff}c_{in}\) and using \(Da/k=H/D\),

\[
\frac1{k_{eff}}=\frac1k+\frac1{k_d},\qquad k_d=\frac{D}{HB}. \tag{15}
\]

Surface reaction and gas transport act as resistances in series. If \(k\ll k_d\), the rate tends to \(kc_{in}\); if \(k\gg k_d\), it tends to \(k_dc_{in}\).

For another local rate law \(J=q(c_s)\), the same integration gives \(J=k_d(c_{in}-c_s)\). An implementation solves \(q(c_s)=k_d(c_{in}-c_s)\) for \(c_s\). If \(q(0)=0\) and \(q\) is continuous and non-decreasing, there is one root between zero and \(c_{in}\).

### Small and large Péclet number

For small \(Pe\) in slow flow, \(I=1+O(Pe)\) and \(e^{-Pe/2}/Pe=1/Pe-1/2+O(Pe)\). Therefore

\[
B=\frac1{Pe}+\frac12+O(Pe),\qquad
\frac1{k_d}\simeq\frac1V+\frac H{2D}. \tag{16}
\]

The first term is the supply limit: the wafer cannot consume more than is fed. The second is a diffusion resistance of half the gap.

For large \(Pe\), depletion is confined near the wafer, where \(\phi\simeq\phi''(0)\zeta^2/2\) and \(\Phi\simeq\phi''(0)\zeta^3/6\). Extending the integral to infinity gives

\[
I\simeq\Gamma\!\left(\tfrac43\right)\left[\frac6{\phi''(0)Pe}\right]^{1/3}. \tag{17}
\]

The slow-flow value \(\phi''(0)=6\) may be used here if \(Re\) remains small while \(Pe\) is large. In a gas with \(\nu\) comparable to \(D\), both numbers grow together. The viscous layer at the wafer then thins along with the depletion layer, so \(\phi\) is not quadratic across the latter and (17) does not become exact, even with \(\phi''(0)\) from (7). In that case use (14) with the full \(\phi\) from (7).

## Mass balance along the outward path

Gas moving outwards loses precursor to the wafer, yet \(c_s\) does not fall. To see why, write (9) in conservative form with \(c=c(z)\):

\[
\frac VH\phi'c+\frac d{dz}\left(u_zc-D\frac{dc}{dz}\right)=0.
\]

Integrate from wafer to showerhead. The bracket is \(-Vc_{in}\) at the top and \(-J\) at the bottom, so

\[
Vc_{in}=J+V\int_0^1\phi'c\,d\zeta. \tag{18}
\]

Multiplied by \(\pi r^2\), this balances the feed, deposition and radial outflow for a disc of any radius \(r\). All three grow as \(r^2\). Since \(\int_0^1\phi'd\zeta=1\), the last integral is the flow-weighted mean concentration, and it is the same at every radius. Fresh feed, added in proportion to area, offsets the depletion.

## Worked example

The parameters are round values for a model low-pressure reactor: 2.0 Torr, wafer temperature 700 K, \(H=15\) mm, \(R=150\) mm, \(V=100\) cm/s, \(D=150\) cm²/s and \(k=50\) cm/s. The carrier has viscosity 32 µPa s and density 1.283 g/m³. With \(H=1.5\) cm,

\[
Pe=\frac{100\times1.5}{150}=1.00,\qquad
Da=\frac{50\times1.5}{150}=0.500,
\]

and \(Re=0.601\). The slow-flow integral is \(I=0.8703\), so

\[
B=0.8703+e^{-1/2}=1.4768,\qquad
\frac{c_s}{c_{in}}=\frac1{1+0.500\times1.4768}=0.575.
\]

At the showerhead face \(c/c_{in}=0.826\). The transport velocity is \(k_d=100/1.4768=67.7\) cm/s; the estimate (16) gives 66.7 cm/s. Since \(k\) and \(k_d\) are comparable, neither resistance may be dropped.

A precursor fraction of 0.001 gives \(c_{in}=2.759\times10^{13}\) cm⁻³ and \(c_s=1.587\times10^{13}\) cm⁻³. The flux is

\[
J=50\times1.587\times10^{13}=7.94\times10^{14}\ \text{cm}^{-2}\,\text{s}^{-1}.
\]

If each molecule adds one atom to a film of \(5.0\times10^{22}\) atoms/cm³, the growth rate is \(1.59\times10^{-8}\) cm/s, or 9.5 nm/min. The wafer uses \(J/(Vc_{in})=28.8\) % of the precursor and 71.2 % leaves at the rim, as (18) requires.

## The finite disc and cases that break uniformity

The Navier–Stokes and species equations were also solved in \(r\) and \(z\) on the finite disc, without assuming (2). A height-independent radial outflow with zero vorticity was imposed at the rim, which conflicts with the profile (8). The grid had 24 cells across the gap. At 30, 60, 90 and 120 mm the mid-gap radial velocity was 150, 300, 450 and 600 cm/s (about 0.3 % below the solution of (7) at this \(Re\), through grid error), while \(c_s/c_{in}\) stayed at 0.576. The slow-flow value is 0.575; inertia accounts for most of the difference. Up to \(2H\) from the rim, the spreads of mid-gap \(u_r/r\) and of \(c_s\), defined as maximum minus minimum over mean, were both 0.0000 % to the printed digits.

Nearer the rim, the condition imposed there matters. With open outflow, \(c_s\) at 7.5 mm from the rim lay 0.4 % above its central value; with \(u_z=0\) at the rim in place of zero vorticity the figure is 0.6 %. This comes from the height-independent velocity imposed at the rim: if the profile (8) held up to the rim, \(c(z)\) would satisfy the open condition \(\partial_rc=0\) exactly. With the same imposed velocity and the rim concentration held at zero, as a severe model of purge gas, the differences were −11.9 % at 7.5 mm, −1.3 % at 15 mm and −0.02 % at 30 mm on this grid. Finer grids move the first two to about −12.2 % and −1.4 %, and other rim velocity conditions shift the first by up to about one percentage point. For these parameters, a showerhead and flow path extending about \(2H\) beyond the wafer would remove most of this error, provided the added lower surface consumes precursor as the wafer does, which is the case computed here. An inert surround would bring an edge effect of its own, because \(k\) would then change abruptly at the wafer's edge.

Now let the injection speed be \(V[1+0.2(2r^2/R^2-1)]\), at unchanged total feed. Equation (3) gives a gap-averaged \(u_r/r\) proportional to \(0.8+0.2r^2/R^2\), which rises from 0.80 at the axis to 0.93 at 120 mm. The flow is still incompressible, but \(u_r\) is no longer linear. The computed spread of mid-gap \(u_r/r\) was 15 %, and that of \(c_s\), hence of the deposition flux at uniform \(k\), was about 5 %. With the same uneven injection and \(k=0\), \(c/c_{in}\) departed from one by at most \(2\times10^{-13}\), numerical rounding.

Finally, keep uniform injection but replace \(k\) by \(k(1+0.1r^2/R^2)\). The radial velocity remains linear, yet \(c_s\) varies by 2.0 % up to 120 mm. There \(k\) is 6.4 % above its central value, so the flux \(kc_s\) rises by about 4 %: local depletion compensates part of the change in reactivity. This case shows that linear radial velocity is not sufficient.

## Variable density

Constant density is convenient rather than necessary. If \(\rho\), \(\mu\) and \(\rho D\) depend on \(z\) alone, and \(\rho u_z\) does too, mass conservation gives

\[
u_r=-\frac r{2\rho}\frac{d(\rho u_z)}{dz}=rG(z).
\]

The radial momentum equation becomes \(\rho(G^2+u_zG')r=-\partial_rp+r(\mu G')'\), where primes here mean \(d/dz\). Every term is again proportional to \(r\). With uniform plate temperatures, and with viscous heating and pressure work neglected, the energy and species equations also admit solutions in \(z\) alone, the latter for the mole fraction. The pressure variation must be small enough not to make the density depend on radius.

## Relation to a real reactor

The gap, pressure and wafer size are roughly those of single-wafer showerhead deposition at low pressure. The rate constant is a model choice; for a precursor of mass 100 u it implies a reaction probability of about 0.005 per wafer collision, and real chemistries may differ from this by orders of magnitude. A real showerhead is often cooler than the wafer. With the molar feed and wafer temperature held fixed, a 500 K showerhead changes the model flux by −1.4 % relative to the slow isothermal formula, inertia included. This takes viscosity, thermal conductivity and \(\rho D\) proportional to \(T^{0.7}\); exponents from 0.5 to 1.0 give −1.1 % to −1.8 %. Adding thermal diffusion with an assumed factor of 0.3 brings the change to −4.4 %; a factor of 0.6 would give −7.4 %. These effects shift the level of deposition but, if both plates are uniform in temperature, not its radial uniformity. Uneven wafer temperature does affect uniformity: it acts through \(k\), as in the last case above, and also through the gas properties, which then vary with radius.

The remaining effects estimated here are smaller. Gas-phase reaction is not among them: it is excluded by assumption and must be assessed for each precursor. Inertia alone changes the flux by 0.14 %, and inertia with wall slip by 0.15 %. The pressure drop is 4.8 mTorr from the slow-flow formula and 5.2 mTorr with inertia, which raises \(A\) to about \(12+\tfrac{54}{35}Re\); the larger value is 0.26 % of the pressure, and the peak rim Mach number is 0.014. If all the mass of the consumed precursor stayed on the wafer, it would draw gas there at a mass-averaged speed of about \(10^{-3}V\): the feed fraction 0.001, times the fraction used 0.288, times the mass ratio 100/28. Gaseous by-products carry mass away and reduce this speed. With a 500 K showerhead, the Rayleigh number is 0.01 for gas properties at the wafer temperature and remains below 0.1 for properties at the showerhead temperature. Both values are far below the order of \(10^3\) needed for buoyant convection between rigid plates.

Discrete holes also break uniform injection. For a 5 mm pitch, let \(\kappa=2\pi/(5\ \text{mm})\). In slow flow, a velocity ripple of this wavenumber decays away from the faceplate as \((1+\kappa d)e^{-\kappa d}\), which is about \(10^{-7}\) at \(d=H\). This estimate concerns the velocity, not the deposition rate. It omits the inertia of the individual jets and treats the wafer as distant from the faceplate, so it does not cover fast jets or a gap comparable to the pitch. The complete values are in the numerical output.

## Computed values

```
pressure 2.0 Torr; wafer 700 K
gap 15 mm; wafer and showerhead radius 150 mm
injection speed V 100 cm/s (at wafer temperature)
total feed 4.36 standard L/min (0 C, 1 atm)
diffusivity 150 cm2/s; k 50 cm/s
carrier viscosity 32 uPa s; carrier mass 28 u
carrier mass density 1.283 g/m3
precursor feed fraction 0.0010; precursor mass 100 u
implied reaction probability per hit 0.00518
Re 0.601; Pe 1.000; Da 0.500 (dimensionless)
integral I 0.8703; bracket 1.4768
feed concentration 2.759e+13 cm^-3
c_wafer/c_feed 0.5752; c_top/c_feed 0.8256
wafer concentration 1.587e+13 cm^-3
transport velocity k_d 67.71 cm/s
effective velocity k_eff 28.76 cm/s
surface flux 7.935e+14 cm^-2 s^-1
precursor used 28.76 %; carried out 71.24 %
film density 5.0e+22 atoms/cm3, one per molecule
growth rate 9.52 nm/min
2D disc: radius mm | mid-gap u_r cm/s | c_wafer/c_feed | uneven feed
   30 | 150.10 | 0.57611 | 0.54061
   60 | 300.20 | 0.57611 | 0.54646
   90 | 450.30 | 0.57611 | 0.55563
  120 | 600.39 | 0.57611 | 0.56740
spreads below are (max-min)/mean for r up to R-2H
u_r/r spread, uniform injection 0.0000 %
c_wafer spread, uniform injection 0.0000 %
uneven injection: centre 0.8 V, rim 1.2 V
u_r/r spread, uneven injection 15.22 %
c_wafer spread, uneven injection 5.25 %
c_wafer spread, k 10 % higher at rim 1.96 %
uneven injection, k=0: max |c/c_feed-1| 2.0e-13
c_wafer change 7.5 mm from rim: open 0.394 %, purged -11.891 %
c_wafer change 15.0 mm from rim: open 0.025 %, purged -1.341 %
c_wafer change 30.0 mm from rim: open 0.000 %, purged -0.021 %
flux change relative to slow isothermal formula:
  inertia 0.140 %
  inertia and wall slip 0.154 %
  inertia and showerhead at 500 K -1.40 %
  same plus thermal diffusion factor 0.3 -4.40 %
mean free path 0.0686 mm; over gap 0.00457
pressure drop, slow flow 4.800 mTorr
pressure drop with inertia 5.181 mTorr
pressure drop over pressure 0.259 %
peak rim speed 750 cm/s; Mach 0.0139
surface suction speed over V 2.88e-04
Rayleigh number 0.0106
hole pitch 5 mm: ripple estimate at wafer 1.3e-07
```
